Spin-orbit correction to gallium-carbon atomisation energies, with its first correction

**1. One p electron in a free atom**

A gallium atom in its ground term has the configuration 4s²4p. The filled shells carry no net orbital or spin angular momentum, so the simplest model keeps one p electron with L = 1 and S = 1/2. Let L and S be measured in units of ħ, and write the spin-orbit energy as

H = ζ L·S, with ζ > 0.

Since J = L + S, squaring gives J² = L² + S² + 2L·S. Hence

L·S = [J(J+1) − L(L+1) − S(S+1)]/2.

For J = 1/2 this is (3/4 − 2 − 3/4)/2 = −1. For J = 3/2 it is (15/4 − 2 − 3/4)/2 = 1/2. The levels are therefore

E(1/2) = −ζ, twofold,
E(3/2) = +ζ/2, fourfold,

and their separation is Δ = 3ζ/2.

The weighted mean is [2(−ζ) + 4(ζ/2)]/6 = 0. This is the energy without spin-orbit coupling, so to first order such a calculation gives the mean of the two levels. The true ground level lies below it by

ζ = 2Δ/3.

The given splitting is Δ = 826 cm⁻¹, or 0.1024 eV. The lowering is 2 × 0.1024/3 = 0.0683 eV, which is 6.59 kJ/mol.

An atomisation energy is the energy of the separated atoms minus that of the molecule, taken positive for a bound molecule. Its change is

δD_at = δE(atoms) − δE(molecule).

If the molecule had no spin-orbit energy, one gallium atom would contribute −0.0683 eV. The correction is counted once per gallium atom, not once per Ga-C bond. It applies to energies at 0 K, with atoms in their lowest levels, and to a calculation that has not already included the coupling.

**2. From the free atom to a bonded environment**

To see why bonding removes the first-order energy, place the same electron in a field that sets the p_z orbital at energy 0 and the p_x and p_y orbitals at D > 0. The component J_z is conserved. For J_z = +1/2 there are two states: m = 0 with spin up, and m = +1 with spin down. Use

L·S = L_z S_z + (L₊S₋ + L₋S₊)/2.

The first state has diagonal energy 0. The second has D − ζ/2. Because L₊ acting on m = 0 gives √2 times m = +1, the coupling between them is ζ√2/2 = ζ/√2. The lower eigenvalue follows from E(E − D + ζ/2) = ζ²/2:

E = {D − ζ/2 − √[(D − ζ/2)² + 2ζ²]}/2.

The states with J_z = −1/2 give the same result.

For a weak field, D ≪ ζ, the square root is

√(9ζ²/4 − Dζ + D²) ≈ 3ζ/2 − D/3.

Thus E ≈ −ζ + 2D/3. The atomic lowering survives, and the second term is the field energy of a J = 1/2 state with two thirds p_x, p_y character.

For a strong field, D ≫ ζ, put a = D − ζ/2. Then √(a² + 2ζ²) ≈ a + ζ²/a, and

E ≈ −ζ²/(2a) ≈ −(ζ²/2D)(1 + ζ/2D).

The term linear in ζ has gone. A nondegenerate real orbital has no mean orbital angular momentum; the coupling acts only by mixing in the orbitals at D.

Take D = 3.0 eV as a round value for a radical. The leading term is −0.0683²/(2 × 3.0) eV = −0.777 meV. The next factor is 1 + 0.0683/6.0 = 1.011, giving −0.786 meV, the value also found by diagonalising the six-state problem. If D becomes comparable with ζ, this expansion fails and the full square root is needed.

**3. The closed-shell molecule**

Trimethylgallium, Ga(CH₃)₃, has all its electrons paired. In a mean-field description, let the one-electron spin-orbit operator be h = Σ_k K_k s_k, where k = x, y, z, K_k acts on space and s_k on spin. The first-order energy is

E₁ = Σ_i Σ_k ⟨i|K_k|i⟩ Tr s_k = 0,

because both spins are present in each occupied orbital i and each spin matrix has zero trace.

In second order, electrons are mixed into empty orbitals a. With the mean field held fixed,

E₂ = −Σ_i Σ_a Σ_στ |⟨aτ|h|iσ⟩|²/(ε_a − ε_i).

The spin sum uses Tr(s_k s_l) = δ_kl/2, so

E₂ = −(1/2) Σ_i Σ_a Σ_k |⟨a|K_k|i⟩|²/(ε_a − ε_i).

This is negative and quadratic in the coupling. Most of the sum comes from the gallium core and cancels against nearly the same term in the free atom. The part that remains lowers the molecule and so partly offsets the atomic correction.

To size it, take the spin-orbit operator of a point charge Z_eff at the gallium nucleus. In SI units its p-electron constant is

ζ = [Z_eff α ħ³/(2m²c)] ⟨r⁻³⟩,

where α is the fine-structure constant and m the electron mass. A nonrelativistic Hartree-Fock 4p orbital in the field of Ga⁺, computed in the uncontracted def2-SVP basis, gives ⟨r⁻³⟩ = 2.774 bohr⁻³; the uncontracted def2-TZVP basis gives 2.720 bohr⁻³, 2% lower. With the bare charge Z = 31, the predicted splitting is 754 cm⁻¹, 9% below the given 826 cm⁻¹. Matching the latter requires Z_eff = 31 × 826/754 = 34.0. This is a fitted strength, not a physical screened charge: it absorbs whatever the estimate leaves out, including the error of the basis.

With this strength and frozen core orbitals, the calculated molecular shift is −7.4 meV; a larger basis (uncontracted def2-TZVP without f functions on gallium, 6-31G* on carbon and hydrogen, strength refitted) increases its size by about 0.7 meV. At half the strength it is −1.8 meV. The ratio, 4.08, is close to the 4 expected when no linear term is present. Freezing the core leaves out two effects. The valence electrons block excitations from the core into the states they occupy, which raises the energy by about 6 meV. The core term itself, about −2.1 eV in this basis, also differs by about −2 meV between the field of the molecule and that of Ga⁺. The second-order sum over all orbitals, molecule minus Ga⁺, is therefore about −3 meV, so −7.4 meV overstates the lowering that remains by a factor of two or more.

**4. The first correction, kept consistently**

The molecular shift is 11% of the leading atomic lowering, so it should not be subtracted without treating the atom to the same order. Spin-orbit coupling also mixes 4p with other empty p orbitals. Since L·S has the value λ = −1 or 1/2 throughout each J family, the second-order atomic energy is −λ²W, with one common W > 0. Therefore

E(1/2) = −ζ − W,
E(3/2) = ζ/2 − W/4.

Let w = W/ζ. The ratio of lowering to splitting becomes

R = (ζ + W)/(3ζ/2 + 3W/4) = (2/3)(1 + w)/(1 + w/2).

Diagonalisation gives R = 0.6908 instead of 0.6667. It includes small higher-order terms (second order alone gives 0.6899), and the uncontracted def2-TZVP basis gives 0.6924. Solving 1.0362(1 + w/2) = 1 + w yields w = 0.075. Keeping the splitting at 826 cm⁻¹, the atomic lowering is now 0.6908 × 0.1024 eV = 0.0707 eV.

The coupling strength must be reduced slightly, because second-order mixing has widened the splitting. If the factor is s, then ζ scales as s and W as s², so

s(1 + 0.0376s) = 1, hence s ≈ 0.965.

The same factor reduces w to 0.072 and R to 0.690, which leaves the atomic lowering at 0.0707 eV. The quadratic molecular shift becomes −7.4 × 0.965² ≈ −6.9 meV. The net correction is

δD_at ≈ −70.7 + 6.9 ≈ −64 meV.

Within this model, the first correction reduces the size of the leading result by about 4 meV, or 6 to 7%. It indicates the scale of the neglected effects and is not a refined value to be quoted in place of 0.068 eV. Core response and changes of the mean field are absent, and a strength fitted to the 4p splitting need not be right for mixing into other orbitals. Freezing the core also omits a term of opposite sign to W: the 4p electron blocks excitations from the filled core p orbitals into the state it occupies. This term is about half as large as W, and similar blocking occurs in the molecule, so the 4 meV is not stable: with the core terms of atom and molecule included it falls to about 2 meV, and with the blocking terms alone it nearly vanishes.

The molecular shift is also much larger than the 0.8 meV of the three-orbital model. That model describes a different species and leaves out radial mixing into other p orbitals. The atomic value W ≈ 5 meV shows that such mixing can matter.

**5. Which Ga-C energy is meant?**

For Ga(CH₃)₃ → Ga + 3CH₃, the leading gallium correction is −0.0683 eV. The mean Ga-C energy, one third of this reaction energy, changes by −0.0228 eV.

A Hartree-Fock calculation illustrates the bookkeeping. It uses an uncontracted def2-SVP basis on gallium, 6-31G on carbon and hydrogen, and a planar GaC₃ frame with an assumed Ga-C length of 1.97 Å. The removal energy changes from 5.100 to 5.031 eV, a reduction of 1.3%. The mean per bond changes from 1.700 to 1.677 eV. These digits show the subtraction only: with uncontracted def2-TZVP (no f functions) on gallium and 6-31G* on carbon and hydrogen, the uncorrected removal energy is lower by about 0.10 eV, or 0.03 eV per bond, which is more than the spin-orbit term.

The individual steps behave differently. If GaCH₃ is a closed-shell singlet and Ga(CH₃)₂ has its unpaired electron in a nondegenerate orbital, neither has a first-order shift. The whole leading correction then belongs to the last step, GaCH₃ → Ga + CH₃. The energy for removing the first methyl group is not lowered by 0.068 eV.

Complete atomisation also produces three carbon atoms. Their ³P levels J = 0, 1, 2 lie at roughly 0, 16 and 43 cm⁻¹, with weights 1, 3 and 5. The mean lies (3 × 16 + 5 × 43)/9 ≈ 29 cm⁻¹ above the ground level, or 0.0036 eV. Three atoms add 0.011 eV, and the total leading correction is about −0.079 eV. Hydrogen, with its electron in an s orbital, has no first-order term.

**6. Finite temperature**

At temperature T, let x = Δ/(k_B T). Measured from the ground level, the mean electronic energy of gallium is

U = 4Δe⁻ˣ/(2 + 4e⁻ˣ) = 2Δe⁻ˣ/(1 + 2e⁻ˣ).

At 900 K, k_B T = 0.0776 eV and x = 1.320. The upper level has population 0.348, so U = 0.348 × 0.1024 = 0.0357 eV. Relative to the weighted mean, the atom's energy is 0.0357 − 0.0683 = −0.0326 eV.

The free energy also contains the entropy of the levels. Compared with a sixfold level at the mean,

δF = −k_B T ln{[2e^(2x/3) + 4e^(−x/3)]/6}.

At 900 K the bracketed ratio is 1.233 and δF = −0.0163 eV. For x ≪ 1, the linear terms in the exponentials cancel and the quadratic ones give x²/9, so

δF ≈ −Δ²/(9k_B T).

This limit gives −0.0150 eV at 900 K, 8% smaller in size than the full result. For x ≫ 1 only the lower level counts, and δF ≈ −2Δ/3 + k_B T ln 3. The logarithm records the reduction from six states to two.

**7. Use for a growth precursor**

Trimethylgallium is used to grow gallium arsenide at temperatures of roughly 900 K. The Hartree-Fock mean bond energy of 1.70 eV is far below the real value, which is roughly 2.5 eV; the calculation leaves out electron correlation and uses a small basis. That error, near 0.8 eV per bond, dwarfs the spin-orbit term of 0.023 eV. The correction becomes worth including when the electronic energy itself is accurate to a few hundredths of an electronvolt. In a reactor, the assumption of a 0 K atom also fails. For an equilibrium that releases free gallium, with a sixfold electronic level as the starting point, the splitting of the gallium level multiplies the equilibrium constant by 1.23 at 900 K, if the small shift of the molecule is neglected. Inserting the 0 K lowering alone would give exp(0.0683/0.0776) ≈ 2.4. Neither factor applies to the rate of a surface reaction or of a first methyl loss that produces no free gallium atom. The numerical output gives the remaining inputs and intermediate values.

Table of computed values

```
Input Ga splitting: 826 cm^-1
Ga splitting: 0.1024 eV
Spin-orbit constant zeta: 0.0683 eV
Lowering of Ga ground level: 0.0683 eV
Same lowering: 6.59 kJ/mol
Correction per mean Ga-C bond: -0.0228 eV
Ga 4p mean inverse cube radius: 2.774 bohr^-3
Bare-nucleus estimate of splitting: 754 cm^-1
Effective charge fitted to splitting: 34.0
Lowering/splitting without mixing: 0.6667
Lowering/splitting with mixing: 0.6908
Lowering from mixed ratio: 0.0707 eV
Assumed Ga-C length: 1.97 angstrom
Assumed C-H length in molecule: 1.09 angstrom
Assumed Ga-C-H angle: 111 degrees
Assumed C-H length in methyl: 1.08 angstrom
Orbital basis size of molecule: 119
Molecular spin-orbit shift: -7.447 meV
Molecular shift at half coupling: -1.825 meV
Ratio of full to half coupling shifts: 4.081
HF energy to remove 3 methyls, uncorrected: 5.100 eV
HF energy to remove 3 methyls, corrected: 5.031 eV
HF mean Ga-C energy, uncorrected: 1.700 eV
HF mean Ga-C energy, corrected: 1.677 eV
Chosen radical orbital gap D: 3.0 eV
Quenched radical shift, diagonalised: -0.786 meV
Quenched radical shift, formula: -0.777 meV
Rough C levels: 16, 43 cm^-1
Lowering per C atom: 0.0036 eV
Lowering for three C atoms: 0.0109 eV
Full atomisation correction: -0.0791 eV
Growth temperature: 900 K
Thermal energy kT: 0.0776 eV
Splitting over kT: 1.320
Upper-level population: 0.348
Mean electronic energy above ground: 0.0357 eV
Mean energy relative to weighted mean: -0.0326 eV
Partition function ratio to sixfold level: 1.233
Electronic free-energy shift: -0.0163 eV
Mean electronic energy at 298.15 K: 0.0037 eV
```
